\section*{From Lattice Exchange to Micromagnetic Stiffness, Spiralization and Magnon Energies, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: gradient expansion in real space}

\subsection{The form fixed by symmetry and dimensions}

Let the unit vector $\mathbf m(\mathbf r)$ be the local direction of the magnetic moment, and let it change little from one atom to the next. The energy density can then be ordered by the number of gradients of $\mathbf m$. The energy considered here is bilinear in the directions of pairs of atoms and consists of an isotropic and an antisymmetric part; for these two parts symmetry fixes the leading terms up to constant tensors. A general bilinear coupling also has a symmetric anisotropic part, which can add an anisotropy energy and gradient terms that depend on the direction of $\mathbf m$ relative to the lattice. That part is left out.

Isotropic exchange is unchanged when all moments are turned together and the lattice is left alone. Since it is also bilinear in the directions, it can contain only scalar products of two factors, each of them $\mathbf m$ or a derivative of $\mathbf m$. A triple product such as $\mathbf m\cdot(\partial_a\mathbf m\times\partial_b\mathbf m)$ is unchanged by the common turn as well, but it has three factors and is excluded for that reason. With one gradient the candidate is $\mathbf m\cdot\partial_a\mathbf m$, which vanishes because $\mathbf m$ has fixed length. With two gradients the candidates are $\partial_a\mathbf m\cdot\partial_b\mathbf m$ and $\mathbf m\cdot\partial_a\partial_b\mathbf m$. Differentiating $\mathbf m\cdot\partial_a\mathbf m=0$ shows that the second is minus the first. One symmetric tensor $A_{ab}$, the exchange stiffness, is left.

The Dzyaloshinskii--Moriya interaction (DMI) is antisymmetric in the two moments of a pair. Its lowest term is built from $\mathbf m\times\partial_b\mathbf m$, contracted with a constant tensor $S_{ab}$, the spiralization. The first index of $S_{ab}$ belongs to the moments and the second to space. The form is thus
\begin{equation}
w=A_{ab}\,\partial_a\mathbf m\cdot\partial_b\mathbf m
+S_{ab}\,(\mathbf m\times\partial_b\mathbf m)_a-M_s\mathbf B\cdot\mathbf m ,
\label{eq:w}
\end{equation}
where repeated Cartesian indices are summed, $M_s$ is the magnetization and $\mathbf B$ an applied field. Spatial inversion reverses $\partial_b$ but not the axial vector $\mathbf m$, so $S_{ab}=0$ in a crystal with inversion symmetry. If the crystal has the twofold rotations about the cube axes, the off-diagonal elements of both tensors change sign and must vanish; a threefold rotation about a cube diagonal makes the diagonal elements equal. Then $A_{ab}=A\delta_{ab}$ and $S_{ab}=S\delta_{ab}$.

Dimensions restrict the tensors further. An exchange energy $J$ acting over a distance $R$ in a cell of volume $V$ gives $A\sim JR^2/V$, an energy per length. A DMI energy gives $S\sim|\mathbf D|R/V$, an energy per area. A spin wave (magnon) of wavevector $\mathbf q$ has an exchange energy $Dq^2$, with $D$ an energy times an area. The continuum quantities that can supply it are $A$, $M_s$ and the moment $g\mu_B$ carried by one magnon, and the combination with the right dimension is $g\mu_BA/M_s$. The numerical factors in all three relations remain to be derived. Below, the plain letter $D$ is the magnon stiffness and the bold letter $\mathbf D$ a DMI vector.

\subsection{The lattice model}

The magnetic atoms form a Bravais lattice, with one atom of moment $\mu$ in each cell. Their directions are classical unit vectors $\mathbf e_i$, and
\begin{equation}
H=-\frac12\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j
+\frac12\sum_{i\ne j}\mathbf D_{ij}\cdot(\mathbf e_i\times\mathbf e_j)
-\mu\sum_i\mathbf B\cdot\mathbf e_i .
\label{eq:H}
\end{equation}
The sums run over ordered pairs, so each bond occurs twice and the factors $1/2$ compensate. Positive $J_{ij}$ favours parallel moments. Exchanging the labels of a bond leaves its energy unchanged if $J_{ij}=J_{ji}$ and $\mathbf D_{ij}=-\mathbf D_{ji}$. By translation symmetry the couplings depend only on $\mathbf R=\mathbf r_j-\mathbf r_i$, hence
\begin{equation}
J_{-\mathbf R}=J_{\mathbf R},\qquad \mathbf D_{-\mathbf R}=-\mathbf D_{\mathbf R}.
\label{eq:parity}
\end{equation}
A Bravais lattice by itself has inversion symmetry, which would forbid $\mathbf D_{\mathbf R}$. Nonmagnetic atoms in the cell can remove that symmetry, and this is the situation in which the DMI term is kept.

Other counting conventions change prefactors. If the exchange energy is written $-\sum_{i\neq j}J'_{ij}\mathbf e_i\cdot\mathbf e_j$ over ordered pairs, then $J=2J'$ must be inserted below.

\subsection{Exchange stiffness}

Half of each bond energy is assigned to each of its two atoms. The exchange energy of the atom at $\mathbf r$ is then
\begin{equation}
\varepsilon_{\rm ex}=-\frac12\sum_{\mathbf R}J_{\mathbf R}\,
\mathbf m(\mathbf r)\cdot\mathbf m(\mathbf r+\mathbf R).
\end{equation}
For a smooth texture the neighbour's direction has the Taylor series
\begin{equation}
\mathbf m(\mathbf r+\mathbf R)=\mathbf m+R_a\partial_a\mathbf m
+\frac12R_aR_b\,\partial_a\partial_b\mathbf m+\dots
\label{eq:taylor}
\end{equation}
The fixed length gives
\begin{equation}
\mathbf m\cdot\partial_a\mathbf m=0,\qquad
\mathbf m\cdot\partial_a\partial_b\mathbf m=-\partial_a\mathbf m\cdot\partial_b\mathbf m ,
\end{equation}
the second relation being the derivative of the first. The scalar product becomes
\begin{equation}
\mathbf m(\mathbf r)\cdot\mathbf m(\mathbf r+\mathbf R)
=1-\frac12R_aR_b\,\partial_a\mathbf m\cdot\partial_b\mathbf m+\dots
\end{equation}
Multiplication by $-J_{\mathbf R}/2$ and summation yield
\begin{equation}
\varepsilon_{\rm ex}=-\frac12\sum_{\mathbf R}J_{\mathbf R}
+\frac14\sum_{\mathbf R}J_{\mathbf R}R_aR_b\,
\partial_a\mathbf m\cdot\partial_b\mathbf m+\dots
\end{equation}
The first term is the energy of the uniform state. Division of the second by the cell volume gives the stiffness tensor:
\begin{equation}
\boxed{A_{ab}=\frac1{4V}\sum_{\mathbf R}J_{\mathbf R}R_aR_b}
\label{eq:A}
\end{equation}
One factor $1/2$ comes from sharing the bond and the other from the Taylor series. The relation holds at each point, and no integration by parts was used.

The third-order term of the series is odd in $\mathbf R$ and cancels between $\mathbf R$ and $-\mathbf R$. The first correction is of fourth order. Relative to the term kept, it is of order $(R/\ell)^2$, where $\ell$ is the length over which the texture varies.

The sum must converge. If $|J_{\mathbf R}|$ falls as $R^{-p}$ in three dimensions, the second moment behaves at large distance as $\int R^{4-p}\,dR$ and converges absolutely for $p>5$. The estimate $(R/\ell)^2$ for the first correction needs the fourth moment as well, which behaves as $\int R^{6-p}\,dR$ and converges absolutely only for $p>7$. The dipole--dipole interaction has $p=3$. It cannot be absorbed into $A_{ab}$, and has to be kept as a separate magnetostatic energy that depends on the shape of the sample. It is left out here. In metals the exchange itself can have an oscillating tail falling as $R^{-3}$ (RKKY type), which also violates $p>5$. The partial sums of (\ref{eq:A}) then oscillate with an amplitude that grows with the cutoff radius, so a sum over a finite number of shells is unreliable. It has to be regularized, for example by a factor $e^{-\eta R}$ with $\eta\to0$, and the error estimate $(R/\ell)^2$ is not guaranteed.

\subsection{Spiralization}

The DMI energy of the same atom is
\begin{equation}
\varepsilon_{\rm DM}=\frac12\sum_{\mathbf R}\mathbf D_{\mathbf R}\cdot
[\mathbf m(\mathbf r)\times\mathbf m(\mathbf r+\mathbf R)] .
\end{equation}
On insertion of the series (\ref{eq:taylor}) the zeroth order vanishes because $\mathbf m\times\mathbf m=0$. The second order contains $\sum_{\mathbf R}\mathbf D_{\mathbf R}R_aR_b$, which is zero because $\mathbf D_{\mathbf R}$ is odd. The first order survives:
\begin{equation}
\varepsilon_{\rm DM}=\frac12\sum_{\mathbf R}D^a_{\mathbf R}R_b\,
(\mathbf m\times\partial_b\mathbf m)_a+\dots
\end{equation}
Here $D^a_{\mathbf R}$ is the $a$ component of $\mathbf D_{\mathbf R}$. Therefore
\begin{equation}
\boxed{S_{ab}=\frac1{2V}\sum_{\mathbf R}D^a_{\mathbf R}R_b}
\label{eq:S}
\end{equation}
The next term is of third order, so the relative error is again of order $(R/\ell)^2$, provided that the third moment of $\mathbf D_{\mathbf R}$ converges. If $|\mathbf D_{\mathbf R}|$ falls as $R^{-p}$, the first moment in (\ref{eq:S}) behaves as $\int R^{3-p}\,dR$ and converges absolutely for $p>4$, and the third moment behaves as $\int R^{5-p}\,dR$ and converges absolutely for $p>6$.

For $S_{ab}=S\delta_{ab}$ the DMI density is $S\epsilon_{bcd}m_c\partial_bm_d=-S\,\mathbf m\cdot(\nabla\times\mathbf m)$, since $\epsilon_{bcd}=-\epsilon_{cbd}$. A Hamiltonian with the opposite sign of the DMI term would give the opposite sign here.

Summing $V w(\mathbf r_i)$ over atoms gives $\int w\,d^3r$ when $w$ varies little within a cell. At a surface some bonds are missing, and their energy is not contained in this bulk density.

Both formulas were tested on a triclinic lattice with unrelated couplings, by comparing lattice and continuum site energies for a three-dimensional texture. When the texture was stretched from scale 80 to 160, in units of roughly one lattice spacing, the root-mean-square error relative to the lattice energy fell from $4.45\times10^{-4}$ to $1.11\times10^{-4}$ for exchange and from $1.30\times10^{-4}$ to $3.25\times10^{-5}$ for DMI. The factor of four is the predicted second-order convergence.

\subsection{Precession in the continuum}

The effective field follows from a variation $\delta\mathbf m$ of the total energy. Let $\mathbf s_b$ be the vector with components $(\mathbf s_b)_a=S_{ab}$. Then
\begin{align}
\delta E=\int\big[&2A_{ab}\,\partial_a\delta\mathbf m\cdot\partial_b\mathbf m
+\mathbf s_b\cdot(\delta\mathbf m\times\partial_b\mathbf m
+\mathbf m\times\partial_b\delta\mathbf m)\nonumber\\
&-M_s\mathbf B\cdot\delta\mathbf m\big]\,d^3r .
\end{align}
The factor 2 arises because the exchange density is quadratic in $\mathbf m$ and $A_{ab}$ is symmetric. For variations that vanish at the surface, integration by parts turns the first term into $-2A_{ab}\,\delta\mathbf m\cdot\partial_a\partial_b\mathbf m$. In the same way $\mathbf m\times\partial_b\delta\mathbf m$ becomes $-\partial_b\mathbf m\times\delta\mathbf m=\delta\mathbf m\times\partial_b\mathbf m$, which doubles the DMI term. With $\mathbf s_b\cdot(\delta\mathbf m\times\partial_b\mathbf m)=\delta\mathbf m\cdot(\partial_b\mathbf m\times\mathbf s_b)$ and $\delta E=-M_s\int\mathbf B_{\rm eff}\cdot\delta\mathbf m\,d^3r$,
\begin{equation}
\mathbf B_{\rm eff}=\mathbf B+\frac{2A_{ab}}{M_s}\partial_a\partial_b\mathbf m
-\frac2{M_s}\,\partial_b\mathbf m\times\mathbf s_b .
\end{equation}

An electron's moment is opposite to its angular momentum. The torque equation is therefore, with $g>0$ and without damping,
\begin{equation}
\hbar\,\partial_t\mathbf m=-g\mu_B\,\mathbf m\times\mathbf B_{\rm eff}.
\label{eq:LL}
\end{equation}
Let $\mathbf B=B\mathbf n$ and $\mathbf m=\mathbf n+\mathbf u$, with $\mathbf u$ small and perpendicular to $\mathbf n$. To first order,
\begin{equation}
\mathbf n\times(\partial_b\mathbf u\times\mathbf s_b)
=(\mathbf n\cdot\mathbf s_b)\,\partial_b\mathbf u
-(\mathbf n\cdot\partial_b\mathbf u)\,\mathbf s_b
=(\mathbf n\cdot\mathbf s_b)\,\partial_b\mathbf u ,
\end{equation}
because $\mathbf n\cdot\partial_b\mathbf u=0$. Also $\mathbf u\times\mathbf n=-\mathbf n\times\mathbf u$, so
\begin{equation}
\hbar\,\partial_t\mathbf u=g\mu_B\Big[B\,\mathbf n\times\mathbf u
-\frac{2A_{ab}}{M_s}\mathbf n\times\partial_a\partial_b\mathbf u
+\frac2{M_s}n_aS_{ab}\,\partial_b\mathbf u\Big].
\label{eq:lin}
\end{equation}
Take unit vectors with $\mathbf f_1\times\mathbf f_2=\mathbf n$ and the travelling wave
\begin{equation}
\mathbf u=\delta(\mathbf f_1\cos\varphi-\mathbf f_2\sin\varphi),\qquad
\varphi=\mathbf q\cdot\mathbf r-\omega t .
\label{eq:wave}
\end{equation}
Since $\mathbf n\times\mathbf f_1=\mathbf f_2$ and $\mathbf n\times\mathbf f_2=-\mathbf f_1$, one finds $\partial_\varphi\mathbf u=-\mathbf n\times\mathbf u$. Hence $\partial_t\mathbf u=\omega\,\mathbf n\times\mathbf u$, $\partial_b\mathbf u=-q_b\,\mathbf n\times\mathbf u$ and $\partial_a\partial_b\mathbf u=-q_aq_b\mathbf u$. Every term of (\ref{eq:lin}) is proportional to $\mathbf n\times\mathbf u$, and
\begin{equation}
\boxed{\hbar\omega=g\mu_BB+\frac{2g\mu_B}{M_s}
\big(A_{ab}q_aq_b-n_aS_{ab}q_b\big)}
\label{eq:disp}
\end{equation}
For cubic symmetry the coefficient of $q^2$ is $D=2g\mu_BA/M_s$.

The factor 2 also follows from counting quanta. The wave has gradient energy density $A_{ab}q_aq_b\delta^2$, while $\mathbf n\cdot\mathbf m=\sqrt{1-\delta^2}\simeq1-\delta^2/2$. The magnetization along $\mathbf n$ is reduced by $M_s\delta^2/2$, which corresponds to $M_s\delta^2/(2g\mu_B)$ magnons per volume. The ratio is the exchange term of (\ref{eq:disp}).

In the isotropic case with $A>0$ the lowest magnon has $\mathbf q=S\mathbf n/(2A)$, where $Aq^2-S\,\mathbf n\cdot\mathbf q=-S^2/(4A)$. Its energy is not negative if
\begin{equation}
B\ge\frac{S^2}{2AM_s}.
\label{eq:Bc}
\end{equation}
Below this field a small wave of this wavevector lowers the energy, so the uniform state is no longer an energy minimum of the model, which contains neither anisotropy nor dipolar fields. The statement concerns the energy only: $\omega$ in (\ref{eq:disp}) stays real, so in the linearized undamped equation (\ref{eq:lin}) the wave keeps its amplitude.

\section{Second derivation: helices and magnons on the lattice}

The gradient expansion has given the exchange stiffness and the spiralization as sums over pair couplings, and from them the magnon energy at small wavevector. It remains to derive these results a second time from helices and magnons on the lattice itself, without a Taylor series of the texture or a continuum field equation, and to apply them to a numerical example.
